# Vertical {111} walls and the parallelogram mask on (110) silicon: a program that tests the result

```python
"""
Result under test: on a (110) wafer of a diamond-structure crystal exactly two
{111} families are vertical; they meet at gamma = arccos(1/3) = 70.53 deg and
at 109.47 deg, so a mask opening bounded by their traces is a parallelogram.
With non-etching {111} planes, a parallelogram of sides a, b keeps its outline,
inclined {111} facets descend from its acute corners, and the pit ends at depth
(a+b)/(2 sqrt 3).  A floor at depth d has area sin(gamma)(ab - 3 d^2).
A rectangle a x b with edge a on a trace is undercut by the area b^2/(3 sqrt 2).
Frame: e1 = [1-10]/sqrt2, e2 = [001], e3 = [110]/sqrt2 (outward wafer normal).
"""
import itertools
import numpy as np
from scipy.linalg import null_space
from scipy.spatial import ConvexHull, HalfspaceIntersection

wafer = np.array([1, 1, 0])
frame = np.array([[1, -1, 0], [0, 0, np.sqrt(2)], [1, 1, 0]]) / np.sqrt(2)
families = [np.array(v) for v in [(1, 1, 1), (1, 1, -1), (1, -1, 1), (1, -1, -1)]]


def angle_deg(u, v):
    c = np.dot(u, v) / np.linalg.norm(u) / np.linalg.norm(v)
    return np.degrees(np.arccos(np.clip(c, -1, 1)))


# --- vertical planes, their common line and their surface traces ---
vertical = [n for n in families if n @ wafer == 0]
inclined = [n for n in families if n @ wafer != 0]
assert len(vertical) == 2 and len(inclined) == 2
gamma = np.arccos(1 / 3)
dihedral = angle_deg(vertical[0], vertical[1])
common_line = null_space(np.array(vertical, float))[:, 0]
assert np.linalg.norm(np.cross(common_line, wafer)) < 1e-12

traces = []
for n in vertical:
    t = null_space(np.array([wafer, n], float))[:, 0]
    traces.append(t * np.sign(t[2]))          # orient towards +[001]
trace_angle = angle_deg(traces[0], traces[1])
assert abs(trace_angle - np.degrees(gamma)) < 1e-9
assert abs(dihedral - trace_angle) < 1e-9
for t in traces:
    assert np.allclose(np.sort(np.abs(t)) * np.sqrt(6), [1, 1, 2])
trace_to_001 = [angle_deg(t, [0, 0, 1]) for t in traces]
assert np.allclose(trace_to_001, np.degrees(gamma) / 2)
tilt = [angle_deg(n, wafer) for n in inclined]
assert np.allclose(tilt, np.degrees(np.arctan(1 / np.sqrt(2))))
for n in inclined:
    t = null_space(np.array([wafer, n], float))[:, 0]
    assert np.linalg.norm(np.cross(t, [1, -1, 0])) < 1e-12


# --- terminal pit as intersection of supporting {111} half-spaces ---
def terminal_pit(opening, stop_depth=None):
    """Vertices of the pit below a convex opening (2D points, e1-e2 frame)."""
    points = np.column_stack([opening, np.zeros(len(opening))])
    rows = [[0, 0, 1, 0]]
    for signs in itertools.product((1, -1), repeat=3):
        normal = frame @ np.array(signs) / np.sqrt(3)
        if normal[2] < 1e-9:                 # vertical or facing downwards
            rows.append([*normal, -np.max(points @ normal)])
    if stop_depth is not None:
        rows.append([0, 0, -1, -stop_depth])
    inside = np.append(np.mean(opening, axis=0), -1.0)
    corners = HalfspaceIntersection(np.array(rows, float), inside).intersections
    return np.unique(np.round(corners, 7), axis=0)


def outline(corners, height):
    """Area and perimeter of the pit face lying at the given height."""
    hull = ConvexHull(corners[np.abs(corners[:, 2] - height) < 1e-5][:, :2])
    return hull.volume, hull.area


a, b, d = 300.0, 100.0, 50.0                 # micrometres
u1, u2 = [(frame @ t)[:2] for t in traces]
across = np.array([-u1[1], u1[0]])
across = across * np.sign(across @ u2)
parallelogram = np.array([0 * u1, a * u1, a * u1 + b * u2, b * u2])
rectangle = np.array([0 * u1, a * u1, a * u1 + b * across, b * across])

pit = terminal_pit(parallelogram)
top_area, top_perimeter = outline(pit, 0.0)
mask_area = a * b * np.sin(gamma)
assert abs(top_area - mask_area) < 1e-3
assert abs(top_perimeter - 2 * (a + b)) < 1e-4
max_depth = -pit[:, 2].min()
assert abs(max_depth - (a + b) / (2 * np.sqrt(3))) < 1e-5

assert d < min(a, b) / np.sqrt(3)
floor_area, floor_perimeter = outline(terminal_pit(parallelogram, d), -d)
leg = np.sqrt(3) * d
assert abs(floor_area - np.sin(gamma) * (a * b - 3 * d**2)) < 1e-3
assert abs(floor_perimeter - 2 * (a - leg + b - leg + 2 * d)) < 1e-4

rect_area, _ = outline(terminal_pit(rectangle), 0.0)
undercut = rect_area - a * b
assert abs(undercut - b**2 / (3 * np.sqrt(2))) < 1e-3

# --- atomistic etching on a diamond lattice, coordinates in quarter cells ---
bonds = list(itertools.product((1, -1), repeat=3))
second = [v for v in itertools.product((-2, 0, 2), repeat=3)
          if np.count_nonzero(v) == 2]
kept_111 = sum(np.dot(v, (1, 1, 1)) <= 0 for v in second)
kept_110 = sum(np.dot(v, wafer) <= 0 for v in second)
assert kept_111 == 9 and kept_110 < kept_111

P, Q = 40, 56                                # half-widths of lattice opening
x, y, z = np.meshgrid(np.arange(-54, 31), np.arange(-54, 31),
                      np.arange(-54, 55), indexing="ij")
total = x + y + z
even = (x % 2 == 0) & (y % 2 == 0) & (z % 2 == 0) & (total % 4 == 0)
odd = (x % 2 == 1) & (y % 2 == 1) & (z % 2 == 1) & (total % 4 == 3)
site = even | odd
vacuum = site & (x + y > 0) & (abs(x - y + z) <= P) & (abs(x - y - z) <= Q)
occupied = (site & ~vacuum).astype(np.uint8)
core = (slice(2, -2),) * 3
silicon = (site & (x + y <= 0))[core]        # sites above are inert mask


def neighbour_count(shifts):
    count = np.zeros(silicon.shape, np.uint8)
    for shift in shifts:
        window = tuple(slice(2 + s, n - 2 + s)
                       for s, n in zip(shift, occupied.shape))
        count += occupied[window]
    return count


rounds = 0
while True:
    n1, n2 = neighbour_count(bonds), neighbour_count(second)
    weak = (n1 <= 2) | ((n1 == 3) & (n2 < kept_111))
    leaving = silicon & (occupied[core] == 1) & weak
    if not leaving.any():
        break
    occupied[core][leaving] = 0
    rounds += 1
    assert rounds < 300

excess = np.full(site.shape, -10**6)
for nx, ny, nz in [(1, -1, 1), (-1, 1, -1), (1, -1, -1), (-1, 1, 1),
                   (-1, -1, 1), (-1, -1, -1)]:
    projection = nx * x + ny * y + nz * z
    excess = np.maximum(excess, projection - projection[vacuum].max())
excess = excess[core]
removed = silicon & (occupied[core] == 0)
left = silicon & (occupied[core] == 1)
layer = 4                                    # {111} repeat in these units
overshoot = excess[removed].max() / layer
shortfall = -excess[left].min() / layer
assert overshoot <= 1                        # one layer: surface termination
assert shortfall <= 3                        # few layers: atomic-size corners
predicted_sites = int((silicon & (excess <= 0)).sum())
removed_sites = int(removed.sum())

# --- numbers for the text ---
print("Vertical {111} normals:", [tuple(int(c) for c in n) for n in vertical])
print("Inclined {111} normals:", [tuple(int(c) for c in n) for n in inclined])
print(f"Cosine of angle between vertical planes: {np.cos(np.radians(dihedral)):.6f}")
print(f"Acute angle between vertical planes: {dihedral:.2f} deg")
print(f"Obtuse angle between vertical planes: {180 - dihedral:.2f} deg")
print(f"Angle between surface traces: {trace_angle:.2f} deg")
print(f"Angle of each trace from [001]: {trace_to_001[0]:.2f} deg")
print(f"Inclination of other {{111}} planes to surface: {tilt[0]:.2f} deg")
print(f"Mask side a: {a:.0f} um")
print(f"Mask side b: {b:.0f} um")
print(f"Etch-stop depth d: {d:.0f} um")
print(f"sin(gamma): {np.sin(gamma):.4f}")
print(f"Parallelogram mask area: {mask_area:.0f} um^2")
print(f"Pit top area from half-spaces: {top_area:.0f} um^2")
print(f"Length lost per side at depth d: {leg:.1f} um")
print(f"Remaining floor edge along a: {a - leg:.1f} um")
print(f"Remaining floor edge along b: {b - leg:.1f} um")
print(f"Floor edge at each inclined facet: {2 * d:.1f} um")
print(f"Floor area at depth d: {floor_area:.0f} um^2")
print(f"Depth limit of six-sided floor formula: {min(a, b) / np.sqrt(3):.1f} um")
print(f"Terminal depth without etch stop: {max_depth:.1f} um")
print(f"Terminal depth without etch stop: {max_depth * 1e-3:.4f} mm")
print(f"Rectangle mask area: {a * b:.0f} um^2")
print(f"Rectangle undercut area: {undercut:.0f} um^2")
print(f"Second neighbours kept at (111) surface: {kept_111} of {len(second)}")
print(f"Second neighbours kept at (110) surface: {kept_110} of {len(second)}")
print(f"Lattice etching rounds until stationary: {rounds}")
print(f"Lattice sites removed: {removed_sites}")
print(f"Lattice sites in predicted pit: {predicted_sites}")
print(f"Largest lattice overshoot: {overshoot:.2f} {{111}} layers")
print(f"Largest lattice shortfall: {shortfall:.2f} {{111}} layers")
print("verified")
```

Printed output:

```
Vertical {111} normals: [(1, -1, 1), (1, -1, -1)]
Inclined {111} normals: [(1, 1, 1), (1, 1, -1)]
Cosine of angle between vertical planes: 0.333333
Acute angle between vertical planes: 70.53 deg
Obtuse angle between vertical planes: 109.47 deg
Angle between surface traces: 70.53 deg
Angle of each trace from [001]: 35.26 deg
Inclination of other {111} planes to surface: 35.26 deg
Mask side a: 300 um
Mask side b: 100 um
Etch-stop depth d: 50 um
sin(gamma): 0.9428
Parallelogram mask area: 28284 um^2
Pit top area from half-spaces: 28284 um^2
Length lost per side at depth d: 86.6 um
Remaining floor edge along a: 213.4 um
Remaining floor edge along b: 13.4 um
Floor edge at each inclined facet: 100.0 um
Floor area at depth d: 21213 um^2
Depth limit of six-sided floor formula: 57.7 um
Terminal depth without etch stop: 115.5 um
Terminal depth without etch stop: 0.1155 mm
Rectangle mask area: 30000 um^2
Rectangle undercut area: 2357 um^2
Second neighbours kept at (111) surface: 9 of 12
Second neighbours kept at (110) surface: 7 of 12
Lattice etching rounds until stationary: 34
Lattice sites removed: 9122
Lattice sites in predicted pit: 8856
Largest lattice overshoot: 0.25 {111} layers
Largest lattice shortfall: -0.75 {111} layers
verified
```
